**Maxwell's formula inverted for alumina-filled epoxy**

The program tests \((k-k_m)/(k+2k_m)=\phi(k_p-k_m)/(k_p+2k_m)\) and its inverse, where \(k\), \(k_m\) and \(k_p\) are the conductivities of mixture, epoxy and alumina, and \(\phi\) is the alumina volume fraction. For 0.2, 30 and a target of 1 W/(m K), the inverse gives \(\phi=0.583\). Numerical integration of the radial heat equation through a coated sphere gives the same loading, and the program asserts this agreement along with the dipole strength, the slope \(d\phi/dk\) and the contact-resistance rule. It also asserts that the closed form of the differential scheme agrees with direct integration of its equation. A finite-volume solver for cubic arrays is asserted to match Maxwell's formula within 1 percent at a loading of 0.10. At 0.583 the body-centred cubic array conducts 1.109 W/(m K), 11 percent above the target, and the differential scheme needs a loading of only 0.431. The output therefore supports the inversion and also shows how much the answer depends on the arrangement of the filler.

## Numerical check

```python
"""
Result under test: Maxwell's formula for spheres (conductivity kp) in a
matrix (km), (k-km)/(k+2km) = phi*(kp-km)/(kp+2km), and its inverse for the
filler volume fraction phi that gives a wanted conductivity k.
Independent roads: numerical integration of the radial heat equation in a
coated sphere, and 3D finite-volume conduction through cubic sphere arrays.
Conductivities in W/(m K); contact resistance in m^2 K/W; radii in m.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

KM, KP, TARGET = 0.2, 30.0, 1.0


def maxwell(phi, km=KM, kp=KP):
    x = phi * (kp - km) / (kp + 2 * km)
    return km * (1 + 2 * x) / (1 - x)


def loading(k, km=KM, kp=KP):
    return (k - km) * (kp + 2 * km) / ((k + 2 * km) * (kp - km))


def radial_solution(phi, km=KM, kp=KP, r_over_a=0.0):
    """T = f(r) cos(theta), q = r^2 k f'; returns f and q at outer radius 1.
    r_over_a = contact resistance / physical core radius."""
    core = phi ** (1 / 3)
    start = 0.01 * core

    def layer(k, r1, r2, y):
        sol = solve_ivp(lambda r, y: [y[1] / (k * r * r), 2 * k * y[0]],
                        (r1, r2), y, method="DOP853", rtol=1e-10, atol=1e-13)
        assert sol.success
        return sol.y[:, -1]

    f, q = layer(kp, start, core, [start, kp * start ** 2])
    f = f + r_over_a * q / core          # temperature jump at the surface
    return layer(km, core, 1.0, [f, q])


def coated_k(phi, **kw):
    f, q = radial_solution(phi, **kw)
    return q / f


def coated_loading(k, **kw):
    return brentq(lambda p: coated_k(p, **kw) - k, 0.05, 0.95, xtol=1e-11)


def array_k(phi, n, lattice):
    """Conductivity of a cubic array, from one mirror-symmetric octant of
    side 1 with T=0 at z=0 and T=1 at z=1, on n^3 cells."""
    centres = [0.0, 1.0] if lattice == "bcc" else [0.0]
    radius = (6 * phi / (np.pi * len(centres))) ** (1 / 3)
    assert radius < 1 and (len(centres) == 1 or 2 * radius < 3 ** 0.5)
    h = 1.0 / n
    mid = (np.arange(n) + 0.5) * h
    nodes = np.concatenate(([0.0], mid, [1.0]))
    lo, hi = nodes[:-1], nodes[1:]
    inside = np.zeros((n, n, n + 1))     # length of each link in filler
    for c in centres:
        rho2 = (mid[:, None] - c) ** 2 + (mid[None, :] - c) ** 2
        half = np.sqrt(np.maximum(radius ** 2 - rho2, 0))[:, :, None]
        inside += np.maximum(
            np.minimum(hi, c + half) - np.maximum(lo, c - half), 0)
    g = h * h / (inside / KP + ((hi - lo) - inside) / KM)
    # sphere centres lie on the diagonal, so all three axes share g
    gx = np.ascontiguousarray(np.moveaxis(g, 2, 0)[1:-1])
    gy = np.ascontiguousarray(np.moveaxis(g, 2, 1)[:, 1:-1])
    gz = np.ascontiguousarray(g[:, :, 1:-1])
    diag = g[:, :, :-1] + g[:, :, 1:]
    diag[1:] += gx
    diag[:-1] += gx
    diag[:, 1:] += gy
    diag[:, :-1] += gy

    def apply(t):
        out = diag * t
        out[1:] -= gx * t[:-1]
        out[:-1] -= gx * t[1:]
        out[:, 1:] -= gy * t[:, :-1]
        out[:, :-1] -= gy * t[:, 1:]
        out[:, :, 1:] -= gz * t[:, :, :-1]
        out[:, :, :-1] -= gz * t[:, :, 1:]
        return out

    b = np.zeros((n, n, n))
    b[:, :, -1] = g[:, :, -1]
    t = np.ones((n, n, n)) * mid
    res = b - apply(t)
    z = res / diag
    p = z.copy()
    rz = np.sum(res * z)
    limit = 1e-8 * np.linalg.norm(b)
    for _ in range(4000):
        ap = apply(p)
        alpha = rz / np.sum(p * ap)
        t += alpha * p
        res -= alpha * ap
        if np.linalg.norm(res) < limit:
            break
        z = res / diag
        new = np.sum(res * z)
        p = z + (new / rz) * p
        rz = new
    else:
        raise AssertionError("conduction solver did not converge")
    heat_in = np.sum(g[:, :, -1] * (1 - t[:, :, -1]))
    heat_out = np.sum(g[:, :, 0] * t[:, :, 0])
    assert abs(heat_in - heat_out) < 1e-4 * heat_out
    return heat_out


# Single-sphere dipole, effective conductivity and inversion
beta = (KP - KM) / (KP + 2 * KM)
phi = loading(TARGET)
f1, q1 = radial_solution(phi)
dipole = (f1 - q1 / KM) / 3
gradient = (2 * f1 + q1 / KM) / 3
assert abs(-dipole / gradient / phi - beta) < 1e-6
for trial in (0.1, 0.4, phi, 0.8):
    assert abs(coated_k(trial) / maxwell(trial) - 1) < 1e-6
phi_numeric = coated_loading(TARGET)
assert abs(phi_numeric - phi) < 1e-6

# Slope of the loading, and the limit of a perfectly conducting filler
slope = 3 * KM / (beta * (TARGET + 2 * KM) ** 2)
step = 0.01
slope_numeric = (coated_loading(TARGET + step)
                 - coated_loading(TARGET - step)) / (2 * step)
assert abs(slope_numeric / slope - 1) < 1e-3
phi_ideal = (TARGET - KM) / (TARGET + 2 * KM)
assert abs(coated_loading(TARGET, kp=1e5) - phi_ideal) < 1e-4

# Layers along and across the heat flow
phi_parallel = (TARGET - KM) / (KP - KM)
phi_series = (1 / KM - 1 / TARGET) / (1 / KM - 1 / KP)

# Changed constituent conductivities at fixed loading
k_warm = coated_k(phi, kp=20.0)
k_epoxy = coated_k(phi, km=1.1 * KM)
assert abs(k_warm / maxwell(phi, kp=20.0) - 1) < 1e-6
assert k_epoxy - TARGET > 0.05 and TARGET - k_warm < 0.05

# Contact resistance: jump in the heat equation against a reduced kp
R_CONTACT = 5e-8
contact = []
for a in (5e-6, 1e-7):
    kp_red = KP / (1 + R_CONTACT * KP / a)
    phi_c = loading(TARGET, kp=kp_red)
    assert abs(coated_loading(TARGET, r_over_a=R_CONTACT / a) - phi_c) < 1e-6
    contact.append((a, kp_red, phi_c))


# Differential scheme: closed form against numerical integration
def diff_loading(k):
    return 1 - (KP - k) / (KP - KM) * (KM / k) ** (1 / 3)


phi_diff = diff_loading(TARGET)
k_diff = brentq(lambda k: diff_loading(k) - phi, KM, KP)
for end, expected in ((phi_diff, TARGET), (phi, k_diff)):
    sol = solve_ivp(lambda p, k: 3 * k * (KP - k) / ((1 - p) * (KP + 2 * k)),
                    (0, end), [KM], rtol=1e-9, atol=1e-12)
    assert abs(sol.y[0, -1] / expected - 1) < 1e-6

# Full conduction through arrays; 1 percent covers the mesh error
COARSE, FINE = 24, 48
k_dilute = array_k(0.10, FINE, "bcc")
assert abs(k_dilute / maxwell(0.10) - 1) < 0.01
bcc_coarse, bcc = (array_k(phi, n, "bcc") for n in (COARSE, FINE))
sc_coarse, sc45 = (array_k(0.45, n, "sc") for n in (COARSE, FINE))
bcc45 = array_k(0.45, FINE, "bcc")
assert abs(bcc / bcc_coarse - 1) < 0.03
assert abs(sc45 / sc_coarse - 1) < 0.03
assert bcc > TARGET
assert sc45 > 1.05 * bcc45 and sc45 > 1.05 * maxwell(0.45)

# Mass fraction for weighing out, rough densities in g/cm^3
RHO_P, RHO_M = 3.9, 1.2
mass = phi * RHO_P / (phi * RHO_P + (1 - phi) * RHO_M)

W = "W/(m K)"
print(f"epoxy, alumina, target k: {KM}, {KP}, {TARGET} {W}")
print(f"(k-km)/(k+2km): {phi_ideal:.6f}")
print(f"beta=(kp-km)/(kp+2km): {beta:.6f}")
print(f"alumina volume fraction, formula: {phi:.5f}")
print(f"same, from radial heat equation: {phi_numeric:.5f}")
print(f"k at rounded loading 0.58: {maxwell(0.58):.4f} {W}")
print(f"loading for perfectly conducting filler: {phi_ideal:.4f}")
print(f"slope dphi/dk: {slope:.4f} per {W}")
print(f"slope, numerical: {slope_numeric:.4f} per {W}")
print(f"loading, layers along heat flow: {phi_parallel:.4f}")
print(f"loading, layers across heat flow: {phi_series:.4f}")
print(f"k at same loading, alumina at 20 {W}: {k_warm:.4f} {W}")
print(f"k at same loading, epoxy at {1.1*KM:.2f} {W}: {k_epoxy:.4f} {W}")
print(f"assumed contact resistance: {R_CONTACT:.1e} m^2 K/W")
for a, kp_red, phi_c in contact:
    print(f"radius {a*1e6:.1f} um: reduced kp {kp_red:.3f} {W}, "
          f"loading {phi_c:.4f}")
print(f"differential scheme, loading for target: {phi_diff:.4f}")
print(f"differential scheme, k at Maxwell loading: {k_diff:.3f} {W}")
print(f"array mesh, cells per octant edge: {COARSE} and {FINE}")
print(f"bcc array at 0.10: {k_dilute:.4f} {W}")
print(f"Maxwell at 0.10: {maxwell(0.10):.4f} {W}")
print(f"bcc array at Maxwell loading: {bcc:.4f} {W}")
print(f"  mesh shift, coarse to fine: {bcc-bcc_coarse:+.4f} {W}")
print(f"simple cubic array at 0.45: {sc45:.4f} {W}")
print(f"  mesh shift, coarse to fine: {sc45-sc_coarse:+.4f} {W}")
print(f"bcc array at 0.45: {bcc45:.4f} {W}")
print(f"Maxwell at 0.45: {maxwell(0.45):.4f} {W}")
print(f"assumed densities, alumina and epoxy: {RHO_P}, {RHO_M} g/cm^3")
print(f"alumina mass fraction: {mass:.4f}")
print("all good")
```

Printed output:

```
epoxy, alumina, target k: 0.2, 30.0, 1.0 W/(m K)
(k-km)/(k+2km): 0.571429
beta=(kp-km)/(kp+2km): 0.980263
alumina volume fraction, formula: 0.58293
same, from radial heat equation: 0.58293
k at rounded loading 0.58: 0.9907 W/(m K)
loading for perfectly conducting filler: 0.5714
slope dphi/dk: 0.3123 per W/(m K)
slope, numerical: 0.3123 per W/(m K)
loading, layers along heat flow: 0.0268
loading, layers across heat flow: 0.8054
k at same loading, alumina at 20 W/(m K): 0.9818 W/(m K)
k at same loading, epoxy at 0.22 W/(m K): 1.0959 W/(m K)
assumed contact resistance: 5.0e-08 m^2 K/W
radius 5.0 um: reduced kp 23.077 W/(m K), loading 0.5864
radius 0.1 um: reduced kp 1.875 W/(m K), loading 0.7761
differential scheme, loading for target: 0.4309
differential scheme, k at Maxwell loading: 2.231 W/(m K)
array mesh, cells per octant edge: 24 and 48
bcc array at 0.10: 0.2652 W/(m K)
Maxwell at 0.10: 0.2652 W/(m K)
bcc array at Maxwell loading: 1.1089 W/(m K)
  mesh shift, coarse to fine: +0.0019 W/(m K)
simple cubic array at 0.45: 0.7862 W/(m K)
  mesh shift, coarse to fine: +0.0005 W/(m K)
bcc array at 0.45: 0.6873 W/(m K)
Maxwell at 0.45: 0.6736 W/(m K)
assumed densities, alumina and epoxy: 3.9, 1.2 g/cm^3
alumina mass fraction: 0.8196
all good
```
